# In-plane surface resistivity of a film with an aligned cubic Fermi surface

**Q:** I am told that a thin metal film with two rough surfaces can conduct along its plane as well as the bulk metal, if its Fermi surface is a cube. Rough surfaces randomize the electrons that hit them. Why should the shape of the Fermi surface matter?

**A:** Because it decides which electrons hit the surfaces. Let the film fill $0<z<d$, with the electric field $E$ along $x$. The Fermi surface is the cube $|k_i|\le K$, $i=x,y,z$, with two faces normal to $z$. The velocity is $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$, and a gradient is normal to a surface of constant energy, so each face has a single direction of velocity. I take the same speed $v$ on all faces:

- $\pm x$ faces: $\mathbf v=(\pm v,0,0)$;
- $\pm y$ faces: $\mathbf v=(0,\pm v,0)$;
- $\pm z$ faces: $\mathbf v=(0,0,\pm v)$.

Electrons on the $x$ faces carry the current and never approach a film surface. Those on the $z$ faces hit the surfaces but have no velocity along the current. The edges have zero area. I keep $e$ and $\hbar$ explicit, since the numbers will be in engineering units.

**Q:** That is suggestive, but bulk collisions move electrons from one face to another. An electron may carry current, scatter onto a $z$ face, and then hit the surface. Why is nothing lost?

**A:** That needs the transport equation. The electron charge is $-e$, so the force along $x$ is $F=-eE$. Write the occupation as

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi(\mathbf k,z),$$

where $f_0$ is the Fermi function and $\phi$ is an energy. To first order in the field, the steady Boltzmann equation is

$$v_z\frac{\partial f}{\partial z}+\frac{F}{\hbar}\frac{\partial f_0}{\partial k_x}=\left.\frac{\partial f}{\partial t}\right|_{\rm coll}.$$

Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$, the force term is $-Fv_x(-\partial f_0/\partial\varepsilon)$. Dividing by $-\partial f_0/\partial\varepsilon$ gives

$$v_z\frac{\partial\phi}{\partial z}=Fv_x-\frac{\phi-\bar\phi}{\tau},\qquad \bar\phi=\frac{\langle\phi/\tau\rangle}{\langle1/\tau\rangle}.\tag{1}$$

The average $\langle\cdot\rangle$ runs over the Fermi surface with weight $dS/|\mathbf v|$, because $d^3k=dS\,d\varepsilon/(\hbar|\mathbf v|)$. This $\bar\phi$ makes $\langle(\phi-\bar\phi)/\tau\rangle=0$, so elastic collisions conserve electrons. The time $\tau$ may vary over the Fermi surface.

The collision term is an assumption: a scattered electron forgets its old direction. Its new state is chosen with a probability that depends on the new state alone.

**Q:** And if charge gathers at the surfaces and creates a field along $z$?

**A:** Let its potential energy be $U(z)$. It adds $-v_z\,dU/dz$ to the right side of (1). Moving this term to the left replaces $\phi$ by $\phi+U$ in the derivative. The difference $\phi-\bar\phi$ is unchanged, since $U$ does not depend on $\mathbf k$. So (1) holds with $\phi$ read as $\phi+U$.

**Q:** Now put in the rough surfaces.

**A:** I treat each surface as a plane. Its bumps must therefore be much lower than the film is thick, since an electron moving along $x$ within their height would run into their sides. A diffuse surface emits electrons with a $\phi$ that is the same for all outgoing states. Call it $C_0$ at $z=0$ and $C_d$ at $z=d$. No net particles pass through, so

$$C_d=\frac{\langle v_z\phi\rangle_+}{J},\qquad C_0=\frac{\langle|v_z|\phi\rangle_-}{J},\qquad J=\langle v_z\rangle_+=\langle|v_z|\rangle_-.\tag{2}$$

Here $\pm$ restricts the average to $v_z>0$ or $v_z<0$, without changing its normalization. The two forms of $J$ agree because $\langle v_z\rangle\propto\oint dS\,v_z/|\mathbf v|=0$: the vector area of a closed surface vanishes.

Try the solution of the infinite metal,

$$\phi_b=F\tau v_x .$$

It does not depend on $z$, so the left side of (1) is zero. Also $\bar\phi_b=F\langle v_x\rangle/\langle1/\tau\rangle=0$, again by vector area, and the right side becomes $Fv_x-Fv_x=0$. At the surfaces, the incoming and outgoing electrons belong to the $z$ faces, where $v_x=0$ and hence $\phi_b=0$. Equation (2) gives $C_0=C_d=0$, which is what $\phi_b$ has on the outgoing states.

The bulk solution therefore satisfies every condition in the film. As for your electron that scatters onto a $z$ face: the surplus arriving from one $x$ face makes up for the deficit from the other, so their shifts cancel in $\bar\phi$. The current was already lost in the bulk collision, and the surface finds nothing left to destroy.

**Q:** You have found one solution. Perhaps the film chooses another.

**A:** Let $\chi$ be the difference of two solutions. The force cancels:

$$v_z\frac{\partial\chi}{\partial z}=-\frac{\chi-\bar\chi}{\tau}.$$

Multiply by $\chi$, average, and integrate over $z$. On the right, $\langle\bar\chi(\chi-\bar\chi)/\tau\rangle=0$ may be subtracted, so

$$\frac12\Big[\langle v_z\chi^2\rangle\Big]_{0}^{d}=-\int_0^d\left\langle\frac{(\chi-\bar\chi)^2}{\tau}\right\rangle dz\le0 .$$

At $z=d$ the outgoing states have $\chi=C_d$. Equation (2) and the Cauchy–Schwarz inequality give

$$\langle v_z\chi^2\rangle=\langle v_z\chi^2\rangle_+-\frac{\langle v_z\chi\rangle_+^2}{J}\ge0 .$$

At $z=0$ the same argument gives $\langle v_z\chi^2\rangle=C_0^2J-\langle|v_z|\chi^2\rangle_-\le0$. The left side of the integrated equation is thus non-negative and the right side non-positive, so both vanish. Then $\chi=\bar\chi(z)$ for all states, and the equation on the $z$ faces leaves $v_z\,d\bar\chi/dz=0$. So $\chi$ is a constant. It carries a current proportional to $\langle v_x\rangle=0$.

The film conductivity therefore equals the bulk value for every thickness within this model. Define the surface resistivity as $\rho_{\rm film}-\rho_{\rm bulk}$; it is zero. The proof used only $v_x=0$ on the states that hit the surfaces, so the cube may also be turned about $z$.

**Q:** What is that bulk value?

**A:** With two spin states, the current density is

$$j=-e\,\frac{2}{(2\pi)^3}\int d^3k\,v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi
=-\frac{e}{4\pi^3\hbar}\oint dS\,\frac{v_x\phi}{|\mathbf v|},$$

where the second form is for low temperature. Insert $\phi=-eE\tau v_x$ with constant $\tau$. Two faces of area $(2K)^2$ contribute $\tau v^2/v=\lambda$ each, where $\lambda=v\tau$ is the mean free path:

$$\sigma=\frac{e^2}{4\pi^3\hbar}\,2(2K)^2\lambda=\frac{2e^2K^2\lambda}{\pi^3\hbar}.\tag{3}$$

The density is $n=2(2K)^3/(2\pi)^3=2K^3/\pi^3$.

Take round values: $K=10\ \mathrm{nm^{-1}}$, $v=10^6$ m/s, $\lambda=40$ nm, $d=10$ nm. Then $\tau=\lambda/v=40$ fs, $n=2000/31.01=64.5\ \mathrm{nm^{-3}}$, and

$$\sigma=\frac{2(1.602\times10^{-19})^2(10^{10})^2(4\times10^{-8})}{31.01\times1.055\times10^{-34}}\ \mathrm{S/m}=6.28\times10^7\ \mathrm{S/m}.$$

The resistivity is $1.59\ \mu\Omega\,$cm, for the bulk and for the 10 nm film.

**Q:** Has the film equation been solved without assuming the answer?

**A:** Yes. Equation (1) was solved by finite differences on 100 slices, with $C_0$ and $C_d$ found from the fluxes and $\phi$ started from random values. The ratio of film to bulk conductivity came out as 1.00000000, and the same with the cube turned by 25° about $z$. It stayed there with an uneven $\tau$: the rate $1/\tau$ was raised by 50% of its base value on the $z$ faces, and by 40% wherever $k_x+k_y>0$.

**Q:** Would that calculation see a surface effect if there were one?

**A:** A sphere answers that. Take constant $\tau$ and a Fermi surface symmetric under $k_x\to-k_x$. Then $\phi$ is odd in $k_x$, so $\bar\phi=C_0=C_d=0$. For $v_z>0$, equation (1) with $\phi(0)=0$ has the solution

$$\phi=F\tau v_x\left(1-e^{-z/\ell}\right),\qquad \ell=\tau|v_z| .$$

Averaged over the thickness, the state keeps the fraction

$$g=\frac1d\int_0^d\left(1-e^{-z/\ell}\right)dz=1-\frac{\ell}{d}\left(1-e^{-d/\ell}\right)\tag{4}$$

of its bulk current. States with $v_z<0$ give the same, measured from the other surface. The film conducts as

$$\frac{\sigma_{\rm film}}{\sigma}=\frac{\langle v_x^2\,g\rangle}{\langle v_x^2\rangle}.$$

Since $g<1$ whenever $v_z\ne0$, a loss is absent within this class if and only if $v_xv_z=0$ almost everywhere on the Fermi surface. The cube meets this condition; a sphere does not.

For the sphere let $u=|v_z|/v$ and $\kappa=d/\lambda$. The azimuthal average of $v_x^2$ is $v^2(1-u^2)/2$, and $\int_0^1(1-u^2)du=2/3$, so

$$\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3}{2\kappa}\int_0^1u(1-u^2)\left(1-e^{-\kappa/u}\right)du ,$$

which is the Fuchs result. At $\kappa=10/40=0.25$ it gives 0.367, and so does the finite-difference solution. The sphere's resistivity is 2.72 times its bulk value, at the same $d$ and $\lambda$.

The limits separate the two shapes further. In a thick film the exponential drops out, $\int_0^1u(1-u^2)du=1/4$, and the sphere loses the fraction $3\lambda/(8d)$. As $d\to0$, $g\to0$ for each state with $v_z\ne0$, so the sphere's conductivity tends to zero while the cube's ratio stays at one.

**Q:** Your collision term forgets direction. Real scattering often favours small angles. Does the theorem survive?

**A:** Not in general. Add to the right side of (1) the gain term

$$\frac{\beta}{\tau}\,\frac{\mathbf k\cdot\langle\mathbf k'\phi(\mathbf k')\rangle}{K^2},$$

with constant $\tau$. The scattering probability is then proportional to $1+\beta\,\mathbf k\cdot\mathbf k'/K^2$. Opposite corners have $\mathbf k\cdot\mathbf k'=-3K^2$, so a positive probability requires $\beta<1/3$ for $\beta\ge0$. With $A=\langle k_x\phi\rangle$, the bulk solution is

$$\phi=F\tau v_x+\beta\frac{k_xA}{K^2}.$$

On the $z$ faces this is no longer zero: electrons with $k_x>0$ and $k_x<0$ are shifted oppositely. They carry no current themselves, but by scattering back they help to sustain it. A rough surface wipes out their shift.

To find the size, note that $\langle k_xv_x\rangle=Kv/3$, since one third of the area is $x$ faces. On these $k_x^2=K^2$; on the others its mean is $K^2/3$. Hence

$$\langle k_x^2\rangle=\frac{K^2}{3}+\frac23\,\frac{K^2}{3}=\frac{5K^2}{9},\qquad
A=\frac{F\tau Kv}{3}+\frac{5\beta}{9}A=\frac{F\tau Kv/3}{1-5\beta/9}.$$

The current is proportional to

$$\langle v_x\phi\rangle=\frac{F\tau v^2}{3}+\frac{\beta A}{K^2}\,\frac{Kv}{3}
=\frac{F\tau v^2}{3}\left[1+\frac{\beta/3}{1-5\beta/9}\right].$$

When $d\to0$, electrons on the $z$ faces reach a surface before they scatter, and $\phi=0$ there. Their contribution $K^2/9$ drops out of the feedback, so $5/9$ becomes $4/9$.

For $\beta=0.3$ the bracket is $1+0.1/0.8333=1.1200$ in the bulk and $1+0.1/0.8667=1.1154$ in the thin limit. The numerical solution at 10 nm gives 1.1159, a resistivity 0.37% above bulk. The effect is small because this kernel depends only weakly on direction, but it is a true surface resistivity on a perfectly flat Fermi surface. Scattering sharply peaked at small angles can cost much more. The bulk solution carries over to the film whenever its $\phi$ vanishes on all states that reach the surfaces; here it does not.

**Q:** What if the crystal is slightly tilted?

**A:** That depends on the axis. A tilt about $x$ costs nothing, because every state that reaches the surfaces still has $v_x=0$. This needs the current along a cube axis. If the tilted cube is also turned about $z$, the $y$ faces carry current and reach the surfaces: a 3° tilt followed by a 25° turn raises the resistivity by 4.6%. A tilt about $y$ is far more serious. Let its angle be $\theta$. The former $x$ faces now have $|v_z|=v\sin\theta$, so $\ell=\lambda\sin\theta$. For $\ell\ll d$, equation (4) suggests a loss $\lambda\sin\theta/d$. At 3° this is $40\times0.0523/10=20.9\%$. The numerical solution gives 24.5%, and the resistivity rises by 32%. At 1° the loss is 8.3%, against an estimate of 7.0%.

**Q:** Why is the loss larger than your estimate?

**A:** The tilt removes the mirror symmetry, so charge gathers near the surfaces and $\bar\phi\neq0$. For small $\theta$ and $\ell\ll d$ this can be worked out. Near the lower surface let $p$ and $q$ be $\phi$ on the two tilted faces, leaving and approaching, in units of their bulk magnitude. Let $\zeta=z/\ell$, with primes for $d/d\zeta$. The $y$ faces have $v_x=v_z=0$ and sit at $\bar\phi$. The $z$ faces cross this thin layer almost without scattering, so their $\phi$ there stays close to the value they bring with them. That value is small. Reversing $\mathbf k$ and exchanging the two surfaces changes the sign of $\phi$, so $C_d=-C_0$. No net particles cross any plane of constant $z$, and the tilted faces contribute only a flux of order $\sin\theta$. So at every $z$ the values of $\phi$ on the upward and downward $z$ faces differ by no more than that order. Between the thin surface layers $\bar\phi$ is, to the same order, the mean of these two values, so collisions there change each of them only by order $\sin\theta$. The layers are themselves of thickness $\sim\lambda\sin\theta$, and the force term is small because $v_x$ is of order $\sin\theta$. An electron on a $z$ face therefore crosses the film with a change of order $\sin\theta$, which gives $C_d=C_0+O(\sin\theta)$. Together with $C_d=-C_0$ this means $C_0=-C_0+O(\sin\theta)$, so $C_0$ and the $\phi$ of the $z$ faces are of order $\sin\theta$ and can be neglected here. Each pair of faces has weight one third:

$$\bar\phi=\frac{p+q}{6}+\frac{\bar\phi}{3}\quad\Rightarrow\quad\bar\phi=\frac{p+q}{4}.$$

Equation (1) becomes $p'=1-p+\bar\phi$ and $-q'=-1-q+\bar\phi$. Define $s=p+q$ and the missing current $\delta=2-(p-q)$. Subtracting the two equations gives $s'=2-p+q=\delta$. Adding them gives $p'-q'=-s+2\bar\phi=-s/2$, so $\delta'=s/2$. Hence $\delta''=\delta/2$, and the decaying solution is

$$\delta=\delta_0e^{-\zeta/\sqrt2},\qquad s=2\delta'=-\sqrt2\,\delta .$$

The surface constant is of order $\sin\theta$, so to leading order $p(0)=0$. Since $2p=s+2-\delta$, this means $\delta_0=2/(1+\sqrt2)$. The lost fraction, from two surfaces, is

$$2\,\frac{\ell}{d}\int_0^\infty\frac{\delta}{2}\,d\zeta=\frac{2\sqrt2}{1+\sqrt2}\,\frac{\lambda\sin\theta}{d}=1.17\,\frac{\lambda\sin\theta}{d}.$$

This gives 8.2% at 1° and 24.5% at 3°, close to the numerical losses.

**Q:** And no Fermi surface has perfectly sharp edges.

**A:** Round the edges and corners with radius $r=1\ \mathrm{nm^{-1}}$, keeping the speed fixed. The flat faces shrink to a side of $2(K-r)=18\ \mathrm{nm^{-1}}$. Compare $\int dS\,v_x^2/v^2$ over the parts, in $\mathrm{nm^{-2}}$:

- the two $x$ faces give $2\times18^2=648$;
- the edges parallel to $y$ form a full cylinder of area $2\pi r\times18=113$, and the mean of $v_x^2/v^2$ is $1/2$, so they give 57;
- the edges parallel to $z$ also give 57, but have $v_z=0$;
- the corners form a sphere and give $4\pi r^2/3=4$.

Thus about 61 of a total of 765, or 8% of the bulk current, is exposed to the surfaces. The computed ratio is 0.948: about two thirds of the exposed current is lost, and the resistivity rises by 5.5%.

**Q:** Does room temperature spoil the cube?

**A:** Not if the neighbouring energy surfaces are cubes too, as for $\varepsilon=\hbar v\max|k_i|$. For elastic collisions the proof then holds at each energy. The bulk value changes slightly. With $v$ and $\tau$ fixed, (3) makes $\sigma\propto\varepsilon^2$, and the thermal average of $\varepsilon^2$ at chemical potential $\mu$ is $\mu^2+(\pi^2/3)(k_BT)^2$ for $k_BT\ll\mu$. Here $\mu=\hbar vK=6.58$ eV and $k_BT=25.9$ meV at 300 K, so the relative change at fixed $\mu$ is $5\times10^{-5}$. A metal keeps its density instead. Since $n\propto\langle\varepsilon^3\rangle=\mu^3+\pi^2\mu(k_BT)^2$, $\mu^2$ then falls by $(2\pi^2/3)(k_BT)^2$, and the net change is $-5\times10^{-5}$.

The linear treatment is also safe. A line current density of 1 MA/cm² needs a field of 159 V/m, which gives an electron 6.4 μeV per free path, far below $k_BT$.

**Q:** A 10 nm film is only a few dozen atoms thick. Is a classical path in $z$ allowed?

**A:** The number of standing waves across the film is about $Kd/\pi=32$, so each carries about 3% of the weight. Equation (1) leaves out this counting of levels. With levels $k_z=n\pi/d$ and a fixed free path, changes of that order with thickness appear only at fixed chemical potential and low temperature. At fixed density each new level enters flat in $k_x,k_y$ and holds the Fermi level while it fills, so near 10 nm the conductivity varies smoothly and stays within about 1% of (3). That sets a rough limit to reading the classical result in a real film. Parallel flat faces also favour nesting instabilities, which could reshape the Fermi surface; their size is not estimated here.

**Q:** Suppose someone builds an interconnect from such a metal. What would they gain?

**A:** The bulk resistivity and mean free path chosen here are of the rough size found in good interconnect metals at room temperature, and 10 nm is a relevant line dimension. The cubic Fermi surface with uniform speed is an idealization, not a fit to any metal. Real lines break the assumption of a single aligned crystal, and they contain grain boundaries. Flat faces give no protection against a boundary normal to the current, since every current carrier meets it head-on.

Let such walls stand a distance $D$ apart and reflect a fraction $R$. On the $\pm x$ faces write $\phi_\pm=m\pm I$. The other faces sit at $\bar\phi=m$, and (1), with $x$ in place of $z$ in the derivative, gives

$$\frac{d\phi_+}{dx}=F-\frac{I}{\lambda},\qquad \frac{d\phi_-}{dx}=F-\frac{I}{\lambda}.$$

So $I$ is constant and $dm/dx=F-I/\lambda$. At a wall, with left and right values of $m$,

$$m_r+I=(1-R)(m_l+I)+R(m_r-I)\quad\Rightarrow\quad m_r-m_l=-\frac{2RI}{1-R}.$$

In a periodic array the rise across a grain cancels this drop, $D(F-I/\lambda)=2RI/(1-R)$. The resistivity is proportional to $F/I$, hence

$$\frac{\rho}{\rho_{\rm bulk}}=1+\frac{2\lambda}{D}\,\frac{R}{1-R}.$$

For $D=50$ nm and $R=0.2$ this is $1+1.6\times0.25=1.40$. In this model such walls cost 40%, more than a 3° tilt or the rounded edges. For a wide film of this thickness, keeping the resistivity within a few percent of the ideal bulk value therefore takes current-carrying faces whose normals all lie in the film plane to well under a degree, edges sharper than those above, surface bumps much lower than the film thickness, collisions that largely forget direction, and few grain boundaries across the current.

A narrow line with rough side walls asks for more. A turn about $z$, harmless in a wide film as long as the $z$ faces stay parallel to its surfaces, sends the current carriers into the side walls, just as a tilt about $y$ sends them into the film surfaces. The normal of the $x$ faces must then lie along the line itself.

At a tilt of 3° about $y$ much of the protection remains: the film has 1.32 times its bulk resistivity, against 2.72 times for the sphere. Larger tilts, up to 45°, erode it further. At 45° the mirror symmetry $k_x\to-k_x$ is back and every current carrier has $|v_z|=v/\sqrt2$, so equation (4) applies with $\ell=\lambda/\sqrt2$. It gives 6.3 times the bulk resistivity, worse than the sphere. A cubic Fermi surface helps only when it is well aligned.

## Calculated quantities

```
Cube half edge K = 10.0 1/nm
Speed v = 1.00e+06 m/s
Mean free path = 40.0 nm
Relaxation time = 40.0 fs
Film thickness d = 10.0 nm
Temperature = 300 K
Electron density = 64.50 1/nm^3
Bulk conductivity = 6.2804e+07 S/m
Bulk resistivity = 1.5923 microohm cm
Cube: film/bulk conductivity = 1.00000000
Cube: film resistivity = 1.5923 microohm cm
Cube: |surface resistivity| = 2.2e-16 microohm cm
Cube turned 25 deg about z: ratio = 1.00000000
Cube, uneven tau: ratio = 1.00000000
Sphere: film/bulk conductivity, grid = 0.3671
Sphere: same, Fuchs formula = 0.3671
Sphere: film/bulk resistivity = 2.724
Edge radius = 1.0 1/nm
Rounded cube: film/bulk conductivity = 0.9476
Rounded cube: resistivity rise = 5.53 %
Tilt 1 deg: conductivity loss = 8.26 %
Tilt 1 deg: simple estimate = 6.98 %
Tilt 1 deg: resistivity rise = 9.00 %
Tilt 3 deg: conductivity loss = 24.48 %
Tilt 3 deg: simple estimate = 20.93 %
Tilt 3 deg: resistivity rise = 32.41 %
Direction memory beta = 0.30
Memory: bulk current factor = 1.120000
Memory: film current factor = 1.115898
Memory: thin-limit current factor = 1.115385
Memory: film resistivity rise = 0.3676 %
Memory: thin-limit rise = 0.4138 %
Grain wall spacing = 50.0 nm
Grain wall reflection = 0.20
Grain walls: resistivity ratio = 1.4000
Fermi energy hbar v K = 6.582 eV
Thermal energy = 25.85 meV
Thermal conductivity change = 5.07e-05 (relative)
Standing waves across film K d/pi = 31.83
Weight of one standing wave = 3.14 %
Line current density = 1.0 MA/cm2
Field at that current = 159.2 V/m
Energy gained per free path = 6.37 microeV
```
